# The Resonant Single-Mode Laser, the Lorenz Equations and the Second Threshold

## The problem

A ring cavity holds one running-wave mode and $N$ identical two-level atoms. Mode and atoms are exactly resonant, and every atom couples to the mode with the same strength $g$; the position-dependent phase of the wave is absorbed into the definition of each atom's lowering operator. In the frame rotating at the common frequency, and in the rotating-wave approximation,

$$H=\hbar g\sum_{j=1}^{N}\left(a^\dagger\sigma_-^{(j)}+a\,\sigma_+^{(j)}\right).$$

Photons leave the cavity at rate $2\kappa$, so the field amplitude decays at rate $\kappa$. Each atom decays from the upper to the lower level at rate $\gamma_d$, is pumped upward at rate $\gamma_u$, and loses coherence through pure dephasing at rate $\gamma_\phi$.

(a) Derive closed equations for the mean field, polarization and inversion, neglecting correlations between field and atoms.

(b) Show that the optical phase can be set aside, and bring the remaining equations to the Lorenz form
$$X'=\sigma(Y-X),\qquad Y'=rX-Y-XZ,\qquad Z'=XY-bZ .$$

(c) Find the pump at which lasing begins, and the steady state above it.

(d) The second threshold is the pump at which this steady state becomes unstable to small disturbances. Which condition on the decay rates must hold for it to exist, and where does it lie?

(e) Explain the condition physically.

(f) Evaluate the results for $\gamma_\perp=2$, $\gamma_\parallel=1$, $\kappa=8$ and $g=10^{-4}$, all in $\mathrm{ns}^{-1}$, with $N=4\times10^{10}$. These are round model parameters; $\gamma_\perp$ and $\gamma_\parallel$ are the decay rates of polarization and inversion found in (a).

## Hints

1. For (a), use $[\sigma_+,\sigma_-]=\sigma_z$ and $[\sigma_z,\sigma_\pm]=\pm2\sigma_\pm$. Writing the summed coherence as $i$ times a new variable removes the factors of $i$.
2. For the phase, differentiate $a^*p$ and take the imaginary part.
3. For the scaling, give each variable an unknown unit and let the required coefficients fix the units.
4. For (d), the linearized problem gives a cubic with positive coefficients. Ask which kind of root can then cross into the right half-plane, and look at the product of the pairwise sums of the roots.
5. For (e), consider very strong pumping, where polarization and inversion turn into each other much faster than anything decays.

## Solution

### (a) The laser equations

The Heisenberg equation $\dot O=(i/\hbar)[H,O]$ gives the coherent parts

$$\dot a=-ig\sum_j\sigma_-^{(j)},\qquad \dot\sigma_-=ig\,a\,\sigma_z,\qquad \dot\sigma_z=2ig\,(a^\dagger\sigma_--a\,\sigma_+).$$

Now take averages and factorize them, for example $\langle a\sigma_z\rangle\to\langle a\rangle\langle\sigma_z\rangle$. This is the mean-field, or semiclassical, approximation. It drops spontaneous-emission noise and is meant for many atoms and many photons. From here on $a$ denotes the mean amplitude, so $|a|^2$ is the photon number. Define

$$\sum_j\langle\sigma_-^{(j)}\rangle=i\,p,\qquad D=\sum_j\langle\sigma_z^{(j)}\rangle .$$

The field equation becomes $\dot a=-ig(ip)=gp$. The polarization equation is $i\dot p=igaD$, so $\dot p=gaD$. For the inversion,

$$\dot D=2ig\,[a^*(ip)-a(-ip^*)]=-2g(a^*p+ap^*).$$

Next come the losses. Jumps between the levels change $\langle\sigma_z\rangle$ by two units each. With upper and lower populations $(1\pm\langle\sigma_z\rangle)/2$ they contribute

$$-\gamma_d(1+\langle\sigma_z\rangle)+\gamma_u(1-\langle\sigma_z\rangle)=-(\gamma_u+\gamma_d)\langle\sigma_z\rangle+\gamma_u-\gamma_d .$$

The coherence decays at half the sum of the two departure rates, plus $\gamma_\phi$. Therefore

$$\begin{aligned}\dot a&=-\kappa a+gp,\\ \dot p&=-\gamma_\perp p+gaD,\\ \dot D&=-\gamma_\parallel(D-D_0)-2g(a^*p+ap^*),\end{aligned}$$

with
$$\gamma_\parallel=\gamma_u+\gamma_d,\qquad \gamma_\perp=\frac{\gamma_\parallel}{2}+\gamma_\phi,\qquad D_0=N\,\frac{\gamma_u-\gamma_d}{\gamma_u+\gamma_d}.$$

Two consequences matter later. First, $\gamma_\parallel\le2\gamma_\perp$. Second, $D_0$ can be varied at fixed decay rates by changing $\gamma_u$ and $\gamma_d$ with their sum held constant. "Raising the pump" means this below. If instead $\gamma_d$ and $\gamma_\phi$ are fixed and only $\gamma_u$ grows, then $\gamma_\parallel$ and $\gamma_\perp$ grow with it, and the statements below about "every pump" or a single crossing do not carry over. With $\gamma_d=0.26$, $\gamma_\phi=1.5$ and the cavity of (f), for example, the steady state is unstable only for $\gamma_u$ between 0.74 and 1.52, all in $\mathrm{ns}^{-1}$.

### (b) Phase and scaling

From the first two equations,

$$\frac{d}{dt}(a^*p)=-(\kappa+\gamma_\perp)a^*p+g|p|^2+g|a|^2D .$$

The last two terms are real, so $W=\operatorname{Im}(a^*p)$ obeys $\dot W=-(\kappa+\gamma_\perp)W$, whatever the inversion does. When the magnitudes of $a$ and $p$ are steady, a small phase difference between field and polarization therefore decays at this rate. If $a$ and $p$ start real, they remain real.

We must still ask whether a phase disturbance could destabilize the lasing state. Take that state real, with inversion $D_s=\kappa\gamma_\perp/g^2$, as found in (c), and add small imaginary parts $v$ to $a$ and $w$ to $p$. They enter the inversion equation only through the product $vw$, so to first order

$$\dot v=-\kappa v+gw,\qquad \dot w=-\gamma_\perp w+\frac{\kappa\gamma_\perp}{g}v .$$

The growth rates satisfy $(\lambda+\kappa)(\lambda+\gamma_\perp)-\kappa\gamma_\perp=\lambda(\lambda+\kappa+\gamma_\perp)=0$. The root $\lambda=0$ is a change of the arbitrary overall phase; the other root is a decay. Neither gives an instability, and real $a$ and $p$ suffice. The inversion equation then contains $-4gap$.

Let $\tau=\gamma_\perp t$, with a prime for $d/d\tau$, and set
$$a=\alpha X,\qquad p=\beta Y,\qquad D=D_0-\delta Z .$$
Division by $\gamma_\perp$ gives

$$\begin{aligned}X'&=-\frac{\kappa}{\gamma_\perp}X+\frac{g\beta}{\gamma_\perp\alpha}Y,\\ Y'&=-Y+\frac{g\alpha}{\gamma_\perp\beta}(D_0-\delta Z)X,\\ Z'&=-\frac{\gamma_\parallel}{\gamma_\perp}Z+\frac{4g\alpha\beta}{\gamma_\perp\delta}XY.\end{aligned}$$

The sign of the last term is positive because $\dot D=-\delta\dot Z$. The first equation has the Lorenz form if $\sigma=\kappa/\gamma_\perp$ and $g\beta/\alpha=\kappa$, so $\beta=\kappa\alpha/g$. The coefficient in the second equation is then $g\alpha/(\gamma_\perp\beta)=g^2/(\kappa\gamma_\perp)$. The term $-XZ$ requires $\delta=\kappa\gamma_\perp/g^2$, and the term $rX$ gives $r=g^2D_0/(\kappa\gamma_\perp)$. In the third equation $b=\gamma_\parallel/\gamma_\perp$, and a unit coefficient of $XY$ requires

$$\frac{4g\alpha}{\gamma_\perp}\,\frac{\kappa\alpha}{g}\,\frac{g^2}{\kappa\gamma_\perp}=\frac{4g^2\alpha^2}{\gamma_\perp^2}=1 .$$

Hence

$$\alpha=\frac{\gamma_\perp}{2g},\qquad \beta=\frac{\kappa\gamma_\perp}{2g^2},\qquad \delta=\frac{\kappa\gamma_\perp}{g^2}.$$

$X$ is the field, $Y$ the polarization, and $Z$ the amount by which the light has depleted the inversion.

### (c) The first threshold

Near the dark state $X=Y=Z=0$, the depletion decays at rate $b$. Field and polarization obey $\lambda^2+(\sigma+1)\lambda+\sigma(1-r)=0$. For $r<1$ both coefficients are positive and both roots lie in the left half-plane. For $r>1$ the product of the roots is negative, so one root is positive. Lasing begins at $r=1$, where $D_0=D_{\rm th}=\kappa\gamma_\perp/g^2$. Thus $r=D_0/D_{\rm th}$ is the pump relative to the first threshold.

Above it, a steady state with light has $X=Y$, then $r-1-Z=0$, then $X^2=bZ$. So $Z=r-1$ and $X^2=b(r-1)$. In physical units

$$n=|a|^2=\frac{\gamma_\perp^2}{4g^2}\,b(r-1)=\frac{\gamma_\perp\gamma_\parallel}{4g^2}(r-1),$$

$$D=rD_{\rm th}-(r-1)D_{\rm th}=D_{\rm th}.$$

The inversion is clamped. Any increase in the net supply of excitations, pumping minus atomic decay, therefore leaves as light.

### (d) The second threshold

Write $x^2=b(r-1)$. Since $r-Z=1$ in the steady state, small deviations $(u,y,z)$ of $(X,Y,Z)$ obey

$$u'=\sigma(y-u),\qquad y'=u-y-xz,\qquad z'=xu+xy-bz .$$

Setting the determinant to zero gives

$$(\lambda+\sigma)\left[(\lambda+1)(\lambda+b)+x^2\right]+\sigma\left[x^2-(\lambda+b)\right]=0 .$$

In the expansion, the constants $\sigma b$ cancel, as do the terms $\sigma\lambda$. What remains is $\lambda^3+c_1\lambda^2+c_2\lambda+c_3=0$ with

$$c_1=\sigma+b+1,\qquad c_2=b+\sigma b+x^2=b(\sigma+r),\qquad c_3=2\sigma x^2=2\sigma b(r-1).$$

For $r>1$ all three are positive, so no real root can be zero or positive. An instability must come from a complex pair $\mu\pm i\nu$. To follow the sign of $\mu$, use the identity

$$h\equiv c_1c_2-c_3=-(\lambda_1+\lambda_2)(\lambda_2+\lambda_3)(\lambda_3+\lambda_1).$$

With one real root $\lambda_1$ and a complex pair, this reads $h=-2\mu\left[(\lambda_1+\mu)^2+\nu^2\right]$. The bracket is positive, so $h$ and $\mu$ have opposite signs. If all roots are real they are negative, and $h>0$. The steady state is therefore unstable if and only if $h<0$. Inserting the coefficients,

$$h=b\left[(\sigma+b+1)(\sigma+r)-2\sigma(r-1)\right]=b\left[\sigma(\sigma+b+3)-r(\sigma-b-1)\right].$$

If $\sigma\le b+1$, the second term does not reduce $h$, and $h>0$ at every pump. If $\sigma>b+1$, $h$ falls linearly with $r$ and changes sign once. The second threshold thus exists if and only if $\sigma>b+1$, that is,

$$\boxed{\kappa>\gamma_\perp+\gamma_\parallel}\qquad\text{and then}\qquad r_H=\frac{\sigma(\sigma+b+3)}{\sigma-b-1}.$$

The inequality is strict: at equality the steady state is linearly stable at every finite pump. Here $\kappa$ is the amplitude decay rate. For the photon-number decay rate $2\kappa$, the condition is $2\kappa>2(\gamma_\perp+\gamma_\parallel)$. The condition alone does not make a laser unstable; the pump must also exceed $r_H$.

At $r=r_H$ the pair is $\pm i\omega$, and the cubic factorizes as $(\lambda+c_1)(\lambda^2+\omega^2)$. So $\omega^2=c_2=b(\sigma+r_H)$, or

$$\omega^2=\frac{2\sigma b(\sigma+1)}{\sigma-b-1}$$

in units of $\gamma_\perp^2$. Differentiating $h=-2\mu[\dots]$ at $\mu=0$, $\lambda_1=-c_1$, gives the speed of crossing,

$$\frac{d\mu}{dr}=\frac{b(\sigma-b-1)}{2(c_1^2+\omega^2)}>0 .$$

### (e) Why the cavity must be lossy

For strong pumping $x$ is large. The terms $y'\approx-xz$, $z'\approx xy$ describe a fast exchange between polarization and inversion at frequency $x$. In physical units this is $\gamma_\perp x=2g|a|$, the Rabi frequency. To find its damping, differentiate the equation for $y$ and keep terms up to order $x$, counting each derivative as a factor $x$:

$$y''=-x\,(xu+xy-bz)-y'+u'\approx-x^2y-x^2u-(b+1)y',$$

where $xz\approx-y'$ was used. The field responds as $u'\approx\sigma y$. Since $y\approx-y''/x^2$, this integrates to $u\approx-\sigma y'/x^2$. Substitution gives

$$y''+(b+1-\sigma)\,y'+x^2y=0 .$$

Atomic relaxation damps the Rabi oscillation. The field, which lags behind the polarization, drives it with the opposite sign. The growth rate tends to $(\sigma-b-1)/2$, or in physical units

$$\mu\to\tfrac12(\kappa-\gamma_\perp-\gamma_\parallel).$$

The factor $\kappa$ comes from the steady polarization. In physical units, a fast change $\delta p$ of the polarization changes the field at the rate $g\,\delta p$, whatever the value of $\kappa$. The field change $\delta a$ then acts on the inversion through the term $-4gp\,\delta a$, where $p=\kappa a/g$ is the steady polarization. This is proportional to $\kappa$ because emission into the mode must balance the cavity loss.

The opposite limit is also instructive. If $\gamma_\perp$ is much larger than both $\kappa$ and $\gamma_\parallel r$, the polarization follows the field, $p=gaD/\gamma_\perp$, and

$$\dot a=\left(\frac{g^2D}{\gamma_\perp}-\kappa\right)a,\qquad \dot D=-\gamma_\parallel(D-D_0)-\frac{4g^2a^2D}{\gamma_\perp}.$$

Around lasing, $4g^2a^2/\gamma_\perp=\gamma_\parallel(r-1)$, so the two growth rates have the sum $-\gamma_\parallel r<0$. Their product is $2\kappa\gamma_\parallel(r-1)>0$. Such a laser may show damped oscillations, but has no second threshold. The instability needs the polarization as an independent variable.

### (f) Numbers

Here $\sigma=8/2=4$ and $b=1/2$. The condition holds, since $8>2+1=3$, all in $\mathrm{ns}^{-1}$. The first threshold requires

$$D_{\rm th}=\frac{8\times2}{(10^{-4})^2}=1.6\times10^{9},$$

and the second lies at

$$r_H=\frac{4\times7.5}{2.5}=12,\qquad D_0=12\,D_{\rm th}=1.92\times10^{10}=0.48\,N .$$

With $\gamma_u+\gamma_d=1\ \mathrm{ns}^{-1}$, this inversion needs $\gamma_u=(1+0.48)/2=0.74\ \mathrm{ns}^{-1}$ and $\gamma_d=0.26\ \mathrm{ns}^{-1}$. The dephasing rate is $\gamma_\phi=2-0.5=1.5\ \mathrm{ns}^{-1}$. The steady photon number at $r_H$ is

$$n=\frac{2\times1}{4\times10^{-8}}\times11=5.5\times10^{8}.$$

The pulsation has $\omega^2=2\times4\times0.5\times5/2.5=8$, so its angular frequency is $2\sqrt8=5.66\ \mathrm{rad/ns}$, a frequency of 0.90 GHz.

The crossing is slow. The slope is $1.25/[2(30.25+8)]=0.0163$ in units of $\gamma_\perp$, or $0.033\ \mathrm{ns}^{-1}$ per unit of $r$. Two units away from threshold this linear estimate gives $\mp0.065\ \mathrm{ns}^{-1}$. The complex pair of numerical eigenvalues of the linearized equations has the real part $-0.0685\ \mathrm{ns}^{-1}$ at $r=10$ and $+0.0626\ \mathrm{ns}^{-1}$ at $r=14$.

The same rates appear in the full nonlinear equations. $X$ was displaced by $10^{-4}$ from its steady value, the equations were integrated with a Runge–Kutta method, and the largest deviations in two time windows 20 ns apart were compared. This gave $-0.069$ and $+0.063\ \mathrm{ns}^{-1}$.

A longer run at $r=14$ started with $X$ displaced by 0.01 and lasted 300 ns. During its last 100 ns the photon number ranged from nearly zero to several times the steady value. The height of the largest peak varies with the starting displacement and the numerical method, so no precise value is quoted. The disturbance had grown into deep pulsing rather than a small ripple. This single run does not decide whether the pulsing is periodic or chaotic.

The linear analysis does not say what a large kick does below $r_H$. Runs started near the dark state at $r=11$ and $r=11.5$ were still pulsing deeply after 300 ns, while the same start at $r=10$ settled to the steady state. So $r_H$ marks the loss of local stability, and pulsing can appear at a lower pump. Detuning, further cavity modes and unequal atoms lie outside the model, and the condition found here should not be carried over to them.

## Variation 1: the lowest second threshold

*For given atomic rates, which cavity makes $r_H$ smallest?*

Let $s=\sigma-b-1>0$. Then $\sigma=s+b+1$ and $\sigma+b+3=s+2b+4$, so

$$r_H=\frac{(s+b+1)(s+2b+4)}{s}=s+3b+5+\frac{2(b+1)(b+2)}{s}.$$

The derivative with respect to $s$ vanishes at $s=\sqrt{2(b+1)(b+2)}$. Because $r_H$ diverges at both ends of the range, this is the minimum:

$$r_{H,\min}=3b+5+2\sqrt{2(b+1)(b+2)} .$$

This increases with $b$ and tends to $5+4=9$ as $b\to0$. The second threshold therefore lies more than nine times above the first for any positive $b$. At $b=0.5$ the minimum is 11.98, at $\sigma=4.24$, so the cavity in (f), with $r_H=12$, is close to this minimum. The minimum concerns the ratio of the two thresholds. Because $D_{\rm th}$ grows with $\kappa$, the inversion $D_0=r_HD_{\rm th}$ itself is smallest for a less lossy cavity: with the atoms of (f), near $\kappa=5.1\ \mathrm{ns}^{-1}$, where it is $0.37\,N$ instead of $0.48\,N$. At $b=2$, the largest value allowed by $\gamma_\parallel\le2\gamma_\perp$, the minimum is 20.8.

## Variation 2: a limited number of atoms

*Keep the atoms of part (f) and change the mirrors. Which cavities can reach the second threshold?*

Complete inversion gives $D_0=N$, so the pump is bounded by

$$r_{\max}=\frac{N}{D_{\rm th}}=\frac{g^2N}{\kappa\gamma_\perp}.$$

Raising $\kappa$ helps to satisfy the rate condition but also raises the first threshold. The requirement $r_{\max}>r_H$ reads, with $C=g^2N/\gamma_\perp^2$,

$$\sigma^2(\sigma+b+3)<C(\sigma-b-1),\qquad \sigma>b+1 .$$

For large $\sigma$ the left side grows as $\sigma^3$ and the right side as $\sigma$, so the inequality fails. Solved numerically for these atoms, where $C=100$ and $b=0.5$, it holds for $\kappa$ between 3.28 and 14.7 ns⁻¹. The last column below is the largest real part of the numerical eigenvalues at $r_{\max}$.

| $\kappa$ (ns⁻¹) | $r_H$ | $r_{\max}$ | growth rate (ns⁻¹) |
|---|---|---|---|
| 2.4 | none | 83.3 | −0.320 |
| 3.0 | none | 66.7 | −0.088 |
| 4.0 | 22.0 | 50.0 | +0.177 |
| 8.0 | 12.0 | 25.0 | +0.335 |
| 20.0 | 15.9 | 10.0 | −0.181 |

The first cavity is too good. The second lies on the boundary $\kappa=\gamma_\perp+\gamma_\parallel$ and is still stable. The next two can be driven unstable. The last satisfies the rate condition with a wide margin, yet these atoms cannot supply the required gain.

All numerical values are calculated from the stated model.
